# Two ring-polymer conventions that cannot be mixed piece by piece: test program

```python
"""
Two ring-polymer conventions for one quantum particle (hbar = 1, atomic units).
A: temperature P*T, potential V per bead, spring k_A = m P^2/beta^2, mass m.
B: temperature T, potential V/P per bead, spring k_B = m P/beta^2, mass mu.
Result under test: A and B have the same position distribution, and the same
trajectories when t_B = s t_A, s = sqrt(P mu/m), p_B = p_A sqrt(mu/(m P)).
A weight exp(-sum[a (q_j-q_{j+1})^2/2 + b V(q_j)]) is a correct ring for
inverse temperature P*b and mass a*b; this identifies every mixed convention.
Symbols: P beads, beta inverse temperature, m physical mass, mu kinetic mass in B,
V(q) = k q^2/2 + g q^4.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, quad

m, k, g, beta, P = 2000.0, 0.2, 0.2, 1000.0, 32
omega = np.sqrt(k / m)
kelvin = physical_constants["hartree-kelvin relationship"][0]
wavenumber = physical_constants["hartree-inverse meter relationship"][0] / 100


def V(q):
    return 0.5 * k * q**2 + g * q**4


def dV(q):
    return k * q + 4 * g * q**3


def springs(beads):
    return m * beads**2 / beta**2, m * beads / beta**2


# Uniform grid and sinc-basis kinetic operator for unit mass
x = np.linspace(-5, 5, 501)
dx = x[1] - x[0]
diff = x[:, None] - x[None, :]
n = np.arange(len(x))
dn = n[:, None] - n[None, :]
safe = np.where(dn == 0, 1, dn)
T1 = np.where(dn == 0, np.pi**2 / 6, (-1.0) ** np.abs(dn) / safe**2) / dx**2
t_val, t_vec = np.linalg.eigh(T1)


def ring_integral(a, b, beads):
    """Ring averages of q^2, squared link length and q V'/2 from the weight."""
    half = np.exp(-0.5 * b * V(x))
    M = np.sqrt(a / (2 * np.pi)) * dx * np.exp(-0.5 * a * diff**2)
    M = half[:, None] * M * half[None, :]
    rest = np.linalg.matrix_power(M, beads - 1)
    dens = np.diag(rest @ M)
    Z = dens.sum()
    link2 = np.sum(rest.T * M * diff**2) / Z
    return dens @ x**2 / Z, link2, dens @ (0.5 * x * dV(x)) / Z


def split_operator(mass, inv_temp, beads):
    """<q^2> from the Trotter product built with the kinetic operator."""
    eps = inv_temp / beads
    half = np.exp(-0.5 * eps * V(x))
    kin = (t_vec * np.exp(-eps * t_val / mass)) @ t_vec.T
    dens = np.diag(np.linalg.matrix_power(half[:, None] * kin * half, beads))
    return dens @ x**2 / dens.sum()


kA, kB = springs(P)
print(f"mass m = {m:.0f} m_e, k = {k} Eh/a0^2, g = {g} Eh/a0^4")
print(f"beta = {beta:.0f} 1/Eh, P = {P}, beta*hbar*omega = {beta*omega:.2f}")
print(f"T = {kelvin/beta:.1f} K, P*T = {P*kelvin/beta:.0f} K")
print(f"spring constants: k_A = {kA:.4f}, k_B = {kB:.4f} Eh/a0^2")

# All eight combinations of temperature, potential factor and spring constant
print("combination: m_eff/m, T_eff/T, <q^2> in a0^2 (anharmonic)")
results = {}
for t_name, b_s in (("PT", beta / P), ("T", beta)):
    for v_name, f in (("V", 1.0), ("V/P", 1.0 / P)):
        for s_name, spring in (("k_A", kA), ("k_B", kB)):
            a, b = b_s * spring, b_s * f
            mass_eff, beta_eff = a * b, P * b
            q2 = ring_integral(a, b, P)[0]
            reference = split_operator(mass_eff, beta_eff, P)
            assert abs(q2 / reference - 1) < 1e-6, (t_name, v_name, s_name)
            results[t_name, v_name, s_name] = q2
            print(f"  {t_name:2s}, {v_name:3s}, {s_name}: {mass_eff/m:.6g}, "
                  f"{beta/beta_eff:.6g}, {q2:.6f}")
q2_A, q2_B = results["PT", "V", "k_A"], results["T", "V/P", "k_B"]
assert abs(q2_A / q2_B - 1) < 1e-10
for key, value in results.items():
    if key not in (("PT", "V", "k_A"), ("T", "V/P", "k_B")):
        assert abs(value / q2_A - 1) > 0.1

# Exact quantum and classical thermal averages
e, c = np.linalg.eigh(T1 / m + np.diag(V(x)))
w = np.exp(-beta * (e - e[0]))
w /= w.sum()
density = (c**2) @ w
q2_exact = density @ x**2
K_exact = w @ e - density @ V(x)
norm = quad(lambda q: np.exp(-beta * V(q)), -1, 1, epsabs=1e-13)[0]
q2_class = quad(lambda q: q*q*np.exp(-beta*V(q)), -1, 1, epsabs=1e-13)[0] / norm
q2_double = ring_integral(beta * springs(2*P)[1], beta / (2*P), 2*P)[0]
error_ratio = (q2_A - q2_exact) / (q2_double - q2_exact)
assert abs(q2_A / q2_exact - 1) < 0.02  # finite-P Trotter error
assert 3.5 < error_ratio < 4.5
print(f"<q^2> exact quantum = {q2_exact:.6f}, classical = {q2_class:.6f} a0^2")
print(f"<q^2> correct ring with {2*P} beads = {q2_double:.6f} a0^2")
print(f"Trotter error ratio, P to 2P = {error_ratio:.3f}")

# Kinetic-energy estimators
_, link2, K_virial = ring_integral(beta * kB, beta / P, P)
S_A, S_B = 0.5 * kA * P * link2, 0.5 * kB * P * link2
K_prim = P / (2 * beta) - S_B
assert abs(K_prim / K_virial - 1) < 1e-6
assert abs(K_prim / K_exact - 1) < 0.03  # finite-P Trotter error
print(f"P/(2 beta) = {P/(2*beta):.6f} Eh")
print(f"mean spring energy: S_A = {S_A:.6f}, S_B = {S_B:.6f} Eh")
print(f"kinetic energy: spring estimator = {K_prim:.6f} Eh")
print(f"kinetic energy: virial = {K_virial:.6f}, exact = {K_exact:.6f} Eh")
print(f"spring estimator with S_A not divided by P = {P/(2*beta)-S_A:.6f} Eh")


# Harmonic variance as the number of beads grows
def harmonic_variance(a, b, beads):
    row = np.zeros(beads)
    row[0] = 2 * a + b * k
    row[1] = row[-1] = -a
    return np.mean(1 / np.fft.fft(row).real)


print("harmonic <q^2> in a0^2: correct; (T,V/P,k_A); (PT,V,k_B)")
for beads in (32, 512, 8192):
    big, small = springs(beads)
    right = harmonic_variance(beta * small, beta / beads, beads)
    stiff = harmonic_variance(beta * big, beta / beads, beads)
    soft = harmonic_variance(beta / beads * small, beta / beads, beads)
    print(f"  P = {beads}: {right:.6f}; {stiff:.6f}; {soft:.6f}")
quantum = omega / (2 * k) / np.tanh(beta * omega / 2)
assert abs(right / quantum - 1) < 1e-4
assert abs(stiff * beta * k - 1) < 2e-3  # remaining finite-P correction
assert abs(soft / (np.sqrt(beads) * omega / (2 * k)) - 1) < 3e-3
print(f"harmonic limits: quantum = {quantum:.6f}, classical = {1/(beta*k):.6f} a0^2")


# Harmonic ring frequencies from the force-constant matrix
def frequencies(spring, factor, mass):
    eye = np.eye(P)
    lap = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    return np.sqrt(np.linalg.eigvalsh((spring * lap + factor * k * eye) / mass))


fA = frequencies(kA, 1.0, m)
assert abs(fA[0] / omega - 1) < 1e-8
print(f"A: centroid frequency = {fA[0]:.6f}, highest = {fA[-1]:.6f} Eh/hbar")
print(f"A: centroid wavenumber = {fA[0]*wavenumber:.1f} cm^-1")
print("B: kinetic mass, time factor s, centroid and highest frequency (Eh/hbar)")
for name, mu in (("m/P", m / P), ("m", m), ("P*m", P * m)):
    s = np.sqrt(P * mu / m)
    fB = frequencies(kB, 1 / P, mu)
    assert np.allclose(fB * s, fA, rtol=1e-8)
    print(f"  mu = {name}: {s:.4f}, {fB[0]:.6f}, {fB[-1]:.6f}; "
          f"unscaled {fB[0]*wavenumber:.1f} cm^-1")
print(f"highest/centroid frequency ratio = {fA[-1]/fA[0]:.3f}")
f_mixed = frequencies(kA, 1 / P, m / P)
assert abs(f_mixed[0] / omega - 1) < 1e-8
print(f"wrong spring (T,V/P,k_A), mu=m/P: centroid = {f_mixed[0]:.6f} Eh/hbar")

# Anharmonic trajectories, integrated separately in each convention
N = 8
sA, sB = springs(N)
rng = np.random.default_rng(4)
q0 = 0.2 * rng.normal(size=N)
p0 = np.sqrt(m * N / beta) * rng.normal(size=N)
times = np.linspace(0, 1500, 61)


def trajectory(spring, factor, mass, p_start, t_out):
    def rhs(t, y):
        q, p = y[:N], y[N:]
        pull = spring * (2 * q - np.roll(q, 1) - np.roll(q, -1))
        return np.concatenate((p / mass, -pull - factor * dV(q)))
    sol = solve_ivp(rhs, (0, t_out[-1]), np.concatenate((q0, p_start)),
                    method="DOP853", t_eval=t_out, rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[:N], sol.y[N:]


def energy(q, p, spring, factor, mass):
    link = q - np.roll(q, 1, axis=0)
    return np.sum(p**2 / (2*mass) + spring*link**2/2 + factor*V(q), axis=0)


qA, pA = trajectory(sA, 1.0, m, p0, times)
HA = energy(qA, pA, sA, 1.0, m)
worst = 0.0
for mu in (m / N, m, 3 * m, N * m):
    s, r = np.sqrt(N * mu / m), np.sqrt(mu / (m * N))
    qB, pB = trajectory(sB, 1 / N, mu, r * p0, s * times)
    HB = energy(qB, pB, sB, 1 / N, mu)
    worst = max(worst, np.max(np.abs(qB - qA)))
    assert np.allclose(pB, r * pA, rtol=1e-6, atol=1e-5)
    assert np.allclose(N * HB, HA, rtol=1e-7)
assert worst < 1e-6
q_unscaled, _ = trajectory(sB, 1 / N, m, p0 / np.sqrt(N), times)
gap = np.max(np.abs(q_unscaled.mean(axis=0) - qA.mean(axis=0)))
assert gap > 0.01
print(f"trajectory test: {N} beads, {times[-1]:.0f} atomic time units in A")
print(f"largest bead deviation after time mapping = {worst:.1e} a0")
print(f"largest centroid deviation, mu=m without mapping = {gap:.3f} a0")
print("finished without a failed check")
```

Running it gives:

```
mass m = 2000 m_e, k = 0.2 Eh/a0^2, g = 0.2 Eh/a0^4
beta = 1000 1/Eh, P = 32, beta*hbar*omega = 10.00
T = 315.8 K, P*T = 10105 K
spring constants: k_A = 2.0480, k_B = 0.0640 Eh/a0^2
combination: m_eff/m, T_eff/T, <q^2> in a0^2 (anharmonic)
  PT, V  , k_A: 1, 1, 0.021994
  PT, V  , k_B: 0.03125, 1, 0.070191
  PT, V/P, k_A: 0.03125, 32, 0.110745
  PT, V/P, k_B: 0.000976562, 32, 0.350969
  T , V  , k_A: 1024, 0.03125, 0.000768
  T , V  , k_B: 32, 0.03125, 0.003223
  T , V/P, k_A: 32, 1, 0.005910
  T , V/P, k_B: 1, 1, 0.021994
<q^2> exact quantum = 0.022292, classical = 0.004739 a0^2
<q^2> correct ring with 64 beads = 0.022216 a0^2
Trotter error ratio, P to 2P = 3.929
P/(2 beta) = 0.016000 Eh
mean spring energy: S_A = 0.423662, S_B = 0.013239 Eh
kinetic energy: spring estimator = 0.002761 Eh
kinetic energy: virial = 0.002761, exact = 0.002808 Eh
spring estimator with S_A not divided by P = -0.407662 Eh
harmonic <q^2> in a0^2: correct; (T,V/P,k_A); (PT,V,k_B)
  P = 32: 0.024703; 0.006237; 0.105963
  P = 512: 0.025001; 0.005081; 0.552361
  P = 8192: 0.025002; 0.005005; 2.259297
harmonic limits: quantum = 0.025002, classical = 0.005000 a0^2
A: centroid frequency = 0.010000, highest = 0.064777 Eh/hbar
A: centroid wavenumber = 2194.7 cm^-1
B: kinetic mass, time factor s, centroid and highest frequency (Eh/hbar)
  mu = m/P: 1.0000, 0.010000, 0.064777; unscaled 2194.7 cm^-1
  mu = m: 5.6569, 0.001768, 0.011451; unscaled 388.0 cm^-1
  mu = P*m: 32.0000, 0.000313, 0.002024; unscaled 68.6 cm^-1
highest/centroid frequency ratio = 6.478
wrong spring (T,V/P,k_A), mu=m/P: centroid = 0.010000 Eh/hbar
trajectory test: 8 beads, 1500 atomic time units in A
largest bead deviation after time mapping = 1.2e-11 a0
largest centroid deviation, mu=m without mapping = 0.113 a0
finished without a failed check
```
